# Why a fluorescence line centre is not exactly a level difference

## Question

I scan a weak, narrow laser over a doublet, S\(_{1/2}\) → P\(_{1/2}\) and S\(_{1/2}\) → P\(_{3/2}\), and count the fluorescence photons that reach a small detector at the side. The two lines are about a hundred natural widths apart. I want the level energies, to compare them with a calculation that includes the Lamb shift.

My reasoning is that each line is a Lorentzian centred on its level difference. The tail of the other line adds a slightly sloping background, which is far too weak to matter. So the fitted centre is the level difference, apart from noise. A colleague says that this is wrong by much more than the tail estimate, and asked me where my detector was. Why should the position of a detector matter to an energy level?

## Answer

It does not matter to the level. It matters to the profile from which you infer the level. Your tail estimate is sound for a sum of two Lorentzians, but a detector at the side does not, in general, record such a sum. Both excited levels decay to the same ground states, so a detected photon does not tell which level was involved, and the two amplitudes must be added before squaring.

### The amplitude

Take an atom at rest with an unpolarised ground level, driven by weak monochromatic light of angular frequency \(\omega\) and real linear polarization \(\boldsymbol\epsilon\). The P levels decay back to the ground level and nowhere else. The detector sits in direction \(\mathbf n\), at angle \(\theta\) to \(\boldsymbol\epsilon\), and accepts both photon polarizations. Hyperfine structure is left out.

Let \(\omega_{1/2}\) and \(\omega_{3/2}=\omega_{1/2}+\Delta\) be the true level differences, radiative shifts included. Both levels have the population decay rate \(\Gamma\), because they share one radial function and the dipole operator does not act on spin; the small difference between their transition frequencies is neglected in the rate. With the ground amplitude close to 1, an excited amplitude obeys

\[
i\dot c_j=(\omega_j-\omega-i\Gamma/2)\,c_j+V_j ,
\]

where \(V_j\) is the drive. In the steady state \(c_j=-V_j/(\omega_j-\omega-i\Gamma/2)\). With \(\delta=\omega-\omega_{1/2}\) and \(\gamma=\Gamma/2\), the two resonance factors are

\[
a_1=\frac{1}{-\delta-i\gamma},\qquad a_3=\frac{1}{\Delta-\delta-i\gamma}.
\]

The angular part follows from projectors on the two levels. For \(l=1\), with \(\mathbf L\) in units of \(\hbar\), \(\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34\), which is \(-2\) for \(j=1/2\) and \(+1\) for \(j=3/2\). Hence

\[
P_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3},\qquad
P_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3}.
\]

In the Cartesian basis of P orbitals \((L_k)_{ij}=-i\varepsilon_{kij}\), so that \(\epsilon'_i(L_k)_{ij}\epsilon_j=-i(\boldsymbol\epsilon'\times\boldsymbol\epsilon)_k\) for a real detected polarization \(\boldsymbol\epsilon'\). Up to a common factor, the scattering amplitude, still a matrix in spin space, is

\[
M=\boldsymbol\epsilon'\cdot(a_1P_{1/2}+a_3P_{3/2})\cdot\boldsymbol\epsilon
=\frac{a_1+2a_3}{3}\,\boldsymbol\epsilon'\cdot\boldsymbol\epsilon
-i\,\frac{a_3-a_1}{3}\,(\boldsymbol\epsilon'\times\boldsymbol\epsilon)\cdot\boldsymbol\sigma .
\]

### The detected signal

Averaging over initial spin and summing over final spin gives \(\tfrac12\mathrm{Tr}\,M^\dagger M\). Terms linear in \(\boldsymbol\sigma\) have no trace, and \((\mathbf w\cdot\boldsymbol\sigma)^2=w^2\) for a real vector \(\mathbf w\), so the two parts of \(M\) contribute separately.

The two polarizations \(\boldsymbol\epsilon'\) are perpendicular to \(\mathbf n\). Therefore \(\sum(\boldsymbol\epsilon'\cdot\boldsymbol\epsilon)^2=1-\cos^2\theta=\sin^2\theta\), and \(\sum|\boldsymbol\epsilon'\times\boldsymbol\epsilon|^2=2-\sin^2\theta=1+\cos^2\theta\). The signal is

\[
S=\tfrac19\left[\sin^2\theta\,|a_1+2a_3|^2+(1+\cos^2\theta)\,|a_3-a_1|^2\right].
\]

Expanding the squares gives

\[
S=C_1|a_1|^2+C_3|a_3|^2+2X\,\mathrm{Re}(a_1^*a_3),
\]

\[
C_1=\frac{\sin^2\theta+1+\cos^2\theta}{9}=\frac29,\qquad
C_3=\frac{4\sin^2\theta+1+\cos^2\theta}{9}=\frac{5-3\cos^2\theta}{9},
\]

\[
X=\frac{2\sin^2\theta-1-\cos^2\theta}{9}=\frac{1-3\cos^2\theta}{9}=-\frac29P_2(\cos\theta),
\]

with \(P_2(u)=(3u^2-1)/2\). Your picture keeps \(C_1\) and \(C_3\) and drops \(X\).

As a check that does not start from this amplitude, the steady state of a master equation for all eight sublevels was solved at a spacing of \(5\Gamma\) and a Rabi rate of \(0.01\Gamma\). Over five detunings and three angles, its signal agrees with \(S\) to \(1.1\times10^{-4}\), relative to \(S\). Saturation corrections of order \((0.01)^2=10^{-4}\) are expected at that drive.

### The shift of the maximum

Near the P\(_{1/2}\) line and for \(\Gamma\ll\Delta\), put \(a_3\approx1/\Delta\). Since \(a_1^*=(-\delta-i\gamma)/(\delta^2+\gamma^2)\),

\[
\mathrm{Re}(a_1^*a_3)\approx-\frac{\delta}{\Delta(\delta^2+\gamma^2)} .
\]

The next term of \(a_3\), \((\delta+i\gamma)/\Delta^2\), contributes something even in \(\delta\), which moves no centre at that order. So

\[
S\approx C_1\frac{1+\eta\delta}{\delta^2+\gamma^2},\qquad
\eta=-\frac{2X}{C_1\Delta}=\frac{2P_2(\cos\theta)}{\Delta}.
\]

Setting the derivative to zero gives \(\eta(\delta^2+\gamma^2)-2\delta(1+\eta\delta)=0\), that is, \(\eta\gamma^2-2\delta-\eta\delta^2=0\). The last term is smaller than the others by a factor of order \((\eta\gamma)^2\), and

\[
\delta_{\rm peak}=\frac{\eta\gamma^2}{2}=P_2(\cos\theta)\,\frac{\Gamma^2}{4\Delta}.
\]

A positive value points towards P\(_{3/2}\).

The size can be read off directly. On resonance \(|a_3/a_1|\approx\gamma/\Delta\). The real part of \(a_1\) changes sign across the line while \(a_3\) hardly varies, so the interference raises one flank and lowers the other by a fraction of order \(\gamma/\Delta\). That displaces a line of width \(\gamma\) by about \(\gamma^2/\Delta\). The tail you considered is a squared amplitude, and is therefore much weaker.

For the other line let \(\delta'=\omega-\omega_{3/2}\). Now \(a_1\approx-1/\Delta\), so the interference has the opposite sign, and the resonant weight is \(C_3\):

\[
\delta'_{\rm peak}=\frac{X\gamma^2}{C_3\Delta}=\frac{1-3\cos^2\theta}{5-3\cos^2\theta}\,\frac{\Gamma^2}{4\Delta}.
\]

### A case solvable without approximation

At \(\theta=0\) the signal is \(\tfrac29|a_3-a_1|^2\), and \(a_3-a_1=-\Delta\,a_1a_3\), so

\[
S=\frac29\,\frac{\Delta^2}{(\delta^2+\gamma^2)\left[(\delta-\Delta)^2+\gamma^2\right]}.
\]

With \(u=\delta-\Delta/2\) and \(q=u^2+\Delta^2/4+\gamma^2\), the denominator is \((q+u\Delta)(q-u\Delta)=q^2-u^2\Delta^2\). Its derivative with respect to \(u^2\) is \(2q-\Delta^2\), which vanishes at \(u^2=\Delta^2/4-\gamma^2\). The lower maximum is at

\[
\delta_{\rm peak}=\frac\Delta2-\sqrt{\frac{\Delta^2}{4}-\gamma^2}\;\approx\;\frac{\gamma^2}{\Delta},
\]

in agreement with the general result for \(P_2=1\). The two maxima approach each other although the levels stay put. For \(\Delta\le\Gamma\) there is a single maximum midway between the levels, and the small-shift formula has lost its meaning.

### What you call the centre matters too

The profile is asymmetric, so different definitions of its centre disagree.

**Half-height midpoint.** To first order in \(\eta\) the maximum is \(C_1/\gamma^2\). Half of it is reached where \(\delta^2+\gamma^2=2\gamma^2(1+\eta\delta)\), or \(\delta^2-2\eta\gamma^2\delta-\gamma^2=0\). The roots sum to \(2\eta\gamma^2\), so their midpoint is \(\eta\gamma^2\), twice the peak shift.

**Lorentzian fit.** Let \(L=1/(\delta^2+\gamma^2)\). Moving the fitted curve by a small \(s\) changes it by \(-sL'=2s\delta L^2\). The distortion to be matched is \(\eta\delta L\). Both are odd in \(\delta\), whereas changes of height, width and constant background are even and decouple in a window centred on the line. Equal-weight least squares minimises \(\int(\eta\delta L-2s\delta L^2)^2d\delta\), which gives

\[
s=\eta\,\frac{\int2\delta^2L^3\,d\delta}{\int4\delta^2L^4\,d\delta}
=\eta\,\frac{2\pi/(8\gamma^3)}{4\pi/(16\gamma^5)}=\eta\gamma^2=P_2(\cos\theta)\frac{\Gamma^2}{2\Delta}.
\]

The substitution \(\delta=\gamma\tan t\) turns the integrals into those of \(\sin^2t\cos^2t\) and \(\sin^2t\cos^4t\) over \(-\pi/2<t<\pi/2\), which are \(\pi/8\) and \(\pi/16\). This result is for a wide window and equal weights; other weightings change the ratio of integrals, and by a large factor. For counted photons with negligible background, Poisson weights proportional to \(1/L\) remove one power of \(L\) from each integrand. With \(\int\delta^2L^2\,d\delta=\pi/(2\gamma)\) and \(\int\delta^2L^3\,d\delta=\pi/(8\gamma^3)\), this gives \(s=\eta\int2\delta^2L^2\,d\delta/\int4\delta^2L^3\,d\delta=2\eta\gamma^2\), twice the equal-weight shift. This limit is approached slowly: within \(\pm10\gamma\) the ratio is about \(1.75\,\eta\gamma^2\).

Fitting both lines at once with two Lorentzians does not help, since the sum has no interference term. At \(\theta=0\) and with equal weights, each centre moves inwards by \(\Gamma^2/(2\Delta)\), and the fitted splitting is too small by \(\Gamma^2/\Delta\).

What does help is a dispersive term in the fit. Partial fractions show why:

\[
a_1^*a_3=\frac{1}{(\delta-i\gamma)(\delta-\Delta+i\gamma)}
=\frac{1}{\Delta-2i\gamma}\left[\frac{1}{\delta-\Delta+i\gamma}-\frac{1}{\delta-i\gamma}\right].
\]

The second term in the bracket varies around \(\delta=0\), the true level difference. Its real and imaginary parts are a dispersive curve and a Lorentzian with that same centre. A fit function \([A+B(\omega-\omega_c)]/[(\omega-\omega_c)^2+w^2]\) plus a constant can therefore absorb the asymmetry in \(B\) and leave \(\omega_c\) very close to the level.

### Where the detector enters

The interference shift of P\(_{1/2}\) changes sign at \(\cos^2\theta=1/3\), the magic angle, where \(X=0\).

For a lens that collects a cone of half-angle \(\alpha\) about an axis at angle \(\theta_0\), average the signal over directions. At angle \(\beta\) from the axis, averaging over azimuth gives \(\overline{\cos^2\theta}=\cos^2\theta_0\cos^2\beta+\tfrac12\sin^2\theta_0\sin^2\beta\), and hence \(\overline{P_2(\cos\theta)}=P_2(\cos\theta_0)P_2(\cos\beta)\). Averaging over the solid angle then gives the factor

\[
\frac{1}{1-\cos\alpha}\int_{\cos\alpha}^1\frac{3u^2-1}{2}\,du
=\frac{\cos\alpha-\cos^3\alpha}{2(1-\cos\alpha)}
=\frac{\cos\alpha\,(1+\cos\alpha)}{2}.
\]

Because \(C_1\) is isotropic, this factor multiplies the P\(_{1/2}\) shift. For P\(_{3/2}\), \(X\) and \(C_3\) must be averaged separately.

The factor vanishes for a hemisphere and for the full sphere. The full-sphere result also follows from energy balance. All scattered light is removed from the beam, and that loss is given by the imaginary part of the forward amplitude, \((a_1+2a_3)/3\). This is linear in \(a_1\) and \(a_3\). Since \(\mathrm{Im}\,a=\gamma|a|^2\), it equals \(\gamma(|a_1|^2+2|a_3|^2)/3\), with no cross term. Weak absorption in this model is therefore free of the interference shift.

What remains is your tail. Near P\(_{1/2}\), \(|a_3|^2\approx1/\Delta^2+2\delta/\Delta^3\) and \(|a_1|^2\approx1/\gamma^2-\delta^2/\gamma^4\). The maximum satisfies \(-2C_1\delta/\gamma^4+2C_3/\Delta^3=0\). The sphere average of \(C_3\) is \(4/9\), so \(\delta=2\gamma^4/\Delta^3\).

### Numbers for Lyman-alpha

Take one electron bound to a fixed, spinless point charge \(+e\). With \(k=j+\tfrac12\), the \(n=2\) Dirac energies

\[
E=mc^2\left[1+\left(\frac{\alpha_{\rm fs}}{2-k+\sqrt{k^2-\alpha_{\rm fs}^2}}\right)^2\right]^{-1/2}
\]

give \(\Delta/2\pi=10\,949.6\) MHz. This is the Dirac spacing without radiative corrections. The anomalous magnetic moment of the electron multiplies it by about \(1+\alpha_{\rm fs}/\pi\), to about 10 975 MHz, which lowers the interference shifts below by 0.2%, for example from 0.2272 to 0.2267 MHz. The fourth digits below therefore belong to the Dirac model only. The nonrelativistic dipole rate is \(\Gamma=4\alpha_{\rm fs}\omega_0^3R^2/(9c^2)\), where \(\omega_0\) is the transition frequency and \(R=1.290\) Bohr radii is the radial integral. It gives \(\Gamma=6.268\times10^8\) s\(^{-1}\), or \(\Gamma/2\pi=99.76\) MHz. The scale of the effect, as an ordinary frequency, is

\[
\frac{(99.76\ \text{MHz})^2}{4\times10\,949.6\ \text{MHz}}=0.2272\ \text{MHz}.
\]

The maxima found numerically from the full profile are:

| \(\theta\) | P\(_{1/2}\) shift (MHz) | P\(_{3/2}\) shift (MHz) |
|---|---|---|
| 0° | +0.2272 | −0.2272 |
| 90° | −0.1136 | +0.0454 |

The factors relative to 0.2272 MHz are \(1\), \(-1\), \(-\tfrac12\) and \(\tfrac15\), as derived. Moving the detector from 0° to 90° moves the P\(_{1/2}\) maximum by 0.34 MHz. A 30° cone about \(\theta_0=0\) reduces the shift to \(0.808\times0.2272=0.1836\) MHz.

All fits in this section use equal weights. A Lorentzian fitted at 0° within \(\pm10\gamma\) is centred at +0.4538 MHz, against 0.4545 MHz for an infinite window. Cutting the numerator integral at \(\pm10\gamma\) removes a fraction of about \((4/3)10^{-3}/(\pi/4)\approx0.0017\), or 0.0008 MHz; the sloping background treated below gives back about 0.0001 MHz, which leaves the observed 0.0007 MHz. The two-Lorentzian fit makes the splitting 0.909 MHz too small. With the dispersive term the centre returns to within 0.4 kHz of the level. This remainder comes from the sloping background, which the fit function lacks, and it grows with the width of the fit window. By the partial fractions, the profile is exactly a Lorentzian and a dispersive curve at \(\delta=0\) plus terms centred on \(\Delta\). At 0°, where \(C_3=C_1\) and \(2X=-2C_1\), the latter have slope \(2/\Delta^3\) from \(|a_3|^2\) and \(2/\Delta^3\) from the first term of the bracket, so \(b\delta\) with \(b=4/\Delta^3\) relative to \(C_1\). With \(\gamma=1\), \(\Delta=219.5\) and \(b=3.78\times10^{-7}\). The odd fit functions are \(2\delta L^2\) (centre) and \(\delta L\) (dispersive term). Over \(\pm10\), \(\int4\delta^2L^4=0.785\), \(\int2\delta^2L^3=0.784\), \(\int\delta^2L^2=1.372\), \(\int2\delta^2L^2=2.744\) and \(\int\delta^2L=17.06\). The two normal equations give \(s=b\,(2.744\times1.372-0.784\times17.06)/(0.785\times1.372-0.784^2)\approx-20.8\,b=-7.9\times10^{-6}\), which for \(\gamma/2\pi=49.9\) MHz is \(-0.39\) kHz. Without the dispersive term the same slope gives \(s=b\times2.744/0.785\), about \(+0.07\) kHz, the amount given back above.

In the 4π signal the tail pulls the maximum by about 9 Hz; the centre of a single Lorentzian fitted with a constant background, which weights the flanks, is pulled several times further. A sum of two Lorentzians fits this signal exactly and has no such pull. None of this predicts the total remaining shift. Slow frequency prefactors, counter-rotating terms and other P levels were dropped, and they act on the scale \(\Gamma^2/\omega_0\), about 4 Hz here.

These values are not corrections for real hydrogen, where the nuclear spin splits the levels and changes the interfering paths and their weights. They do show what is at stake. The hydrogen 2S–2P\(_{1/2}\) Lamb shift is roughly 1 GHz, so an error of 0.45 MHz in a P level would be a few parts in \(10^4\) of it. The remedy is to model the profile for your detection geometry, not to add another term to the level energy. The numerical output below gives the remaining digits.

## Computed values

```
Model: charge 1, fixed spinless point nucleus, Lyman-alpha
Radial dipole integral: 1.29027 Bohr radii
Decay rate Gamma: 6.26832e+08 s^-1
Width Gamma/(2 pi): 99.7633 MHz
Spacing Delta/(2 pi): 10949.648 MHz
Ratio Delta/Gamma: 109.756
Scale Gamma^2/(4 Delta): 0.22724 MHz
Peak minus level difference, positive = higher frequency:
  theta 0.00 deg, P1/2 line: 0.227243 MHz
  theta 0.00 deg, P3/2 line: -0.227243 MHz
  theta 54.74 deg, P1/2 line: 0.000009 MHz
  theta 54.74 deg, P3/2 line: -0.000002 MHz
  theta 90.00 deg, P1/2 line: -0.113595 MHz
  theta 90.00 deg, P3/2 line: 0.045442 MHz
P1/2 peak shift / width, 0 deg: 0.002278
P1/2 half-height midpoint, 0 deg: 0.45453 MHz
Fit window half-width: 10 gamma = 5 Gamma
P1/2 Lorentzian centre, 0 deg: 0.45379 MHz
P1/2 Lorentzian centre, 90 deg: -0.22677 MHz
Centre with dispersive term, 0 deg: -392.53 Hz
Two-Lorentzian splitting error: -0.90908 MHz
Gamma^2/Delta for comparison: 0.90895 MHz
Cone half-angle: 30.0 deg
Cone reduction factor: 0.80801
P1/2 peak, cone about 0 deg: 0.18362 MHz
4pi P1/2 tail pull: 9.431 Hz
Omitted-term scale Gamma^2/omega0: 4.034 Hz
Master-equation test spacing: 5.0 Gamma
Master-equation test Rabi rate: 0.010 Gamma
Largest master-equation deviation: 1.13e-04 (relative)
```
